# Does the far dipole field fix the hyperfine contact term?: a program that tests the result

```python
"""
Result under test: a magnetic dipole m has the contact field
    (mu0/4pi) * C * m * delta(r),
with C = 8 pi/3 for a current loop and C = -4 pi/3 for a pair of magnetic
charges, although both have the same far field. In hydrogen 1s this gives
    E(F=1) - E(F=0) = (mu0/pi) * C * |mu_e| * mu_p * |psi(0)|^2.

Model units for the explicit sources: mu0/4pi = 1, moment m = 1 along z,
source radius b = 1 (loop radius, or distance of each charge from centre).
r = distance from centre, mu = cosine of the polar angle.
a = length in the 1s density exp(-2r/a)/(pi a^3).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.special import ellipkm1, ellipe

NODES, WEIGHTS = np.polynomial.legendre.leggauss(200)
NODES, WEIGHTS = (NODES + 1) / 2, WEIGHTS / 2      # interval 0..1


def loop_field(r, mu):
    """z field of a circular current loop of radius 1 and moment 1."""
    rho, z = r * np.sqrt(1 - mu**2), r * mu
    far2 = (1 + rho)**2 + z**2
    near2 = (1 - rho)**2 + z**2
    p = near2 / far2
    bracket = ellipkm1(p) + (1 - r**2) / near2 * ellipe(1 - p)
    return 2 / np.pi / np.sqrt(far2) * bracket


def pair_field(delta, w):
    """z field of charges +1/2, -1/2 at z = +1, -1; r=1+delta, mu=1-w."""
    r = 1 + delta
    z = r * (1 - w)
    plus = (delta - r * w) / (delta**2 + 2 * r * w)**1.5
    minus = (z + 1) / (r**2 + 1 + 2 * z)**1.5
    return 0.5 * (plus - minus)


def shell_mean(kind, delta):
    """Mean z field over spheres r = 1+delta; nodes crowd at the source."""
    d = np.atleast_1d(delta)[:, None]
    t = NODES[None, :]
    if kind == "loop":
        values = loop_field(1 + d, t**3) * 3 * t**2
    else:
        values = pair_field(d, t**6) * 6 * t**5
    return values @ WEIGHTS


def volume_integral(kind, r_max, density=lambda r: np.ones_like(r)):
    """Integral of density(r) * B_z over the ball r < r_max."""
    total = 0.0
    for sign in (-1, 1):                          # r in 0..1 and 1..2
        d = sign * NODES**3
        r = 1 + d
        f = r**2 * density(r) * shell_mean(kind, d)
        total += np.sum(WEIGHTS * 3 * NODES**2 * f)
    r = 2 + (r_max - 2) * NODES
    f = r**2 * density(r) * shell_mean(kind, r - 1)
    total += (r_max - 2) * np.sum(WEIGHTS * f)
    return 4 * np.pi * total


def show(label, value, unit, digits=6):
    print(f"{label}: {round(float(value), digits) + 0.0:.{digits}f} {unit}")


KINDS = ("loop", "pair")
C_EXACT = {"loop": 8 * np.pi / 3, "pair": -4 * np.pi / 3}

# The loop field agrees with a direct Biot-Savart sum.
phi = 2 * np.pi * np.arange(400) / 400
rho0, z0 = 0.6, 0.7
dist2 = rho0**2 + 1 - 2 * rho0 * np.cos(phi) + z0**2
direct = 2 * np.mean((1 - rho0 * np.cos(phi)) / dist2**1.5)
r0 = np.hypot(rho0, z0)
assert abs(direct - loop_field(r0, z0 / r0)) < 1e-10

# Surface integrals of the vector and scalar dipole potentials.
th, ph = sp.symbols("theta phi", real=True)
n = sp.Matrix([sp.sin(th) * sp.cos(ph), sp.sin(th) * sp.sin(ph), sp.cos(th)])
m = sp.Matrix([0, 0, 1])


def sphere_integral(vector):
    return vector.applyfunc(lambda f: sp.integrate(
        sp.integrate(sp.expand(f * sp.sin(th)), (ph, 0, 2 * sp.pi)),
        (th, 0, sp.pi)))


surface = {"loop": sphere_integral(n.cross(m.cross(n))),
           "pair": sphere_integral(-n * n.dot(m))}
for kind in KINDS:
    vec = np.array(surface[kind].evalf(), dtype=float).ravel()
    assert np.allclose(vec, [0, 0, C_EXACT[kind]], atol=1e-12)

# Equal far fields, unequal interior fields.
print("Model sources: mu0/4pi = 1, moment = 1, source radius b = 1")
r_far, mu_far = 50.0, np.cos(np.radians(40))
far = {"loop": loop_field(r_far, mu_far) * r_far**3,
       "pair": pair_field(r_far - 1, 1 - mu_far) * r_far**3}
dipole = 3 * mu_far**2 - 1
show("Ideal dipole r^3 B_z at 40 degrees", dipole, "model units")
for kind in KINDS:
    show(f"{kind}: r^3 B_z at r = 50 b, 40 degrees", far[kind], "model units")
    assert abs(far[kind] - dipole) < 3e-3         # finite size, order 1/r^2
centre = {"loop": loop_field(0.0, 0.0), "pair": pair_field(-1.0, 0.0)}
c_num = {}
for kind in KINDS:
    inside, outside = shell_mean(kind, np.array([-0.5, 1.0]))
    assert abs(inside - centre[kind]) < 1e-8 and abs(outside) < 1e-8
    c_num[kind] = volume_integral(kind, 3.0)
    assert abs(c_num[kind] - C_EXACT[kind]) < 1e-5
    show(f"{kind}: B_z at centre", centre[kind], "model units")
    show(f"{kind}: shell mean of B_z at r = 0.5 b", inside, "model units")
    show(f"{kind}: shell mean of B_z at r = 2 b", outside, "model units")
    show(f"{kind}: integral of B_z over ball r < 3 b", c_num[kind],
         "model units")
    show(f"{kind}: C from surface integral", surface[kind][2], "(pure number)")

# Average over a 1s cloud, divided by its central density.
for kind in KINDS:
    for ratio in (0.1, 0.01, 0.001):
        mean = volume_integral(kind, 20 / ratio,
                               lambda r: np.exp(-2 * r * ratio))
        relative = mean / C_EXACT[kind]
        assert abs(relative - (1 - 1.5 * ratio)) < 2 * ratio**2 + 1e-5
        show(f"{kind}: 1s average / point value, b/a = {ratio}",
             relative, "(pure number)")

# Forces on a test loop and a test pair in a general linear field B = G x.
G = np.array([[0.3, -1.1, 0.7], [0.4, 0.9, -0.2], [1.3, 0.5, 0.6]])
points = np.array([np.cos(phi), np.sin(phi), 0 * phi])
steps = np.array([-np.sin(phi), np.cos(phi), 0 * phi]) * 2 * np.pi / 400
force_loop = np.cross(steps.T, (G @ points).T).sum(axis=0)
m_loop = np.array([0, 0, np.pi])
assert np.allclose(force_loop, G.T @ m_loop - m_loop * np.trace(G))
arm = np.array([0.2, -0.3, 0.5])
force_pair = 2.0 * (G @ arm) - 2.0 * (G @ -arm)
m_pair = 4.0 * arm
curl = np.array([G[2, 1] - G[1, 2], G[0, 2] - G[2, 0], G[1, 0] - G[0, 1]])
assert np.allclose(force_pair, G.T @ m_pair - np.cross(m_pair, curl))

# The 1s function: wave equation (hbar = mass = 1) and normalization.
rs, a_s = sp.symbols("r a", positive=True)
psi = sp.exp(-rs / a_s) / sp.sqrt(sp.pi * a_s**3)
laplacian = sp.diff(rs**2 * sp.diff(psi, rs), rs) / rs**2
assert sp.simplify(-laplacian / 2 - psi / (a_s * rs)
                   + psi / (2 * a_s**2)) == 0
assert sp.simplify(sp.integrate(4 * sp.pi * rs**2 * psi**2,
                                (rs, 0, sp.oo)) - 1) == 0

# Hydrogen: diagonalize the spin Hamiltonian with the integrated C.
mu_e = const.value("electron mag. mom.")          # negative
mu_p = const.value("proton mag. mom.")
mass_ratio = const.value("proton-electron mass ratio")
a_h = const.value("Bohr radius") * (1 + 1 / mass_ratio)
density0 = 1 / (np.pi * a_h**3)
print("Hydrogen 1s")
print(f"Electron moment: {mu_e:.6e} J/T")
print(f"Proton moment: {mu_p:.6e} J/T")
print(f"Length a with reduced mass: {a_h:.6e} m")
print(f"Density at the proton: {density0:.6e} m^-3")
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
one = np.eye(2)
sigma_dot = sum(np.kron(s, s) for s in pauli)
total_spin = [(np.kron(s, one) + np.kron(one, s)) / 2 for s in pauli]
f_squared = sum(f @ f for f in total_spin)
split = {}
for kind in KINDS:
    field = const.mu_0 / (4 * np.pi) * c_num[kind] * mu_p * density0
    hamiltonian = -mu_e * field * sigma_dot / const.h / 1e6
    levels, vectors = np.linalg.eigh(hamiltonian)
    f2 = np.real(np.diag(vectors.conj().T @ f_squared @ vectors))
    assert np.sum(f2 > 1) == 3
    e1, e0 = levels[f2 > 1].mean(), levels[f2 < 1].mean()
    split[kind] = e1 - e0
    formula = (const.mu_0 / np.pi * C_EXACT[kind] * abs(mu_e) * mu_p
               * density0 / const.h / 1e6)
    assert abs(split[kind] / formula - 1) < 1e-5
    wavelength = const.c / abs(split[kind] * 1e6) * 100
    show(f"{kind}: mean contact field along proton moment",
         field * 1e3, "mT", 3)
    show(f"{kind}: shift of F=1", e1, "MHz", 1)
    show(f"{kind}: shift of F=0", e0, "MHz", 1)
    show(f"{kind}: E(F=1) - E(F=0)", split[kind], "MHz", 1)
    show(f"{kind}: wavelength", wavelength, "cm", 2)
assert split["loop"] > 0 > split["pair"]
assert abs(split["pair"] / split["loop"] + 0.5) < 1e-5
show("Splitting ratio pair/loop", split["pair"] / split["loop"],
     "(pure number)", 4)
print("tests ok")
```

Output:

```
Model sources: mu0/4pi = 1, moment = 1, source radius b = 1
Ideal dipole r^3 B_z at 40 degrees: 0.760472 model units
loop: r^3 B_z at r = 50 b, 40 degrees: 0.760855 model units
pair: r^3 B_z at r = 50 b, 40 degrees: 0.759962 model units
loop: B_z at centre: 2.000000 model units
loop: shell mean of B_z at r = 0.5 b: 2.000000 model units
loop: shell mean of B_z at r = 2 b: 0.000000 model units
loop: integral of B_z over ball r < 3 b: 8.377580 model units
loop: C from surface integral: 8.377580 (pure number)
pair: B_z at centre: -1.000000 model units
pair: shell mean of B_z at r = 0.5 b: -1.000000 model units
pair: shell mean of B_z at r = 2 b: 0.000000 model units
pair: integral of B_z over ball r < 3 b: -4.188790 model units
pair: C from surface integral: -4.188790 (pure number)
loop: 1s average / point value, b/a = 0.1: 0.861361 (pure number)
loop: 1s average / point value, b/a = 0.01: 0.985119 (pure number)
loop: 1s average / point value, b/a = 0.001: 0.998501 (pure number)
pair: 1s average / point value, b/a = 0.1: 0.861361 (pure number)
pair: 1s average / point value, b/a = 0.01: 0.985119 (pure number)
pair: 1s average / point value, b/a = 0.001: 0.998501 (pure number)
Hydrogen 1s
Electron moment: -9.284765e-24 J/T
Proton moment: 1.410607e-26 J/T
Length a with reduced mass: 5.294654e-11 m
Density at the proton: 2.144556e+30 m^-3
loop: mean contact field along proton moment: 25.343 mT
loop: shift of F=1: 355.1 MHz
loop: shift of F=0: -1065.4 MHz
loop: E(F=1) - E(F=0): 1420.5 MHz
loop: wavelength: 21.10 cm
pair: mean contact field along proton moment: -12.672 mT
pair: shift of F=1: -177.6 MHz
pair: shift of F=0: 532.7 MHz
pair: E(F=1) - E(F=0): -710.2 MHz
pair: wavelength: 42.21 cm
Splitting ratio pair/loop: -0.5000 (pure number)
tests ok
```
